# From free fall to Schottky diffusion in a collisional plasma slab, part 1

(Sections cited here and not found follow in the second part.)

## First half: the slab and its two limits

A steady plasma fills the space between two parallel absorbing walls, and everything varies along $x$ alone. The midplane is $x=0$. Electrons ionize the gas at the rate $\nu_{iz}n$ per unit volume, where $n$ is the plasma density and $\nu_{iz}$ is uniform. The singly charged ions, of mass $M$, are born at rest. The model gives all ions at a given $x$ the same speed $u$: it neglects their thermal motion and also the spread of speeds among ions born at different places. The ions lose momentum to a uniform gas at rest with a constant collision frequency $\nu_m$. The electrons have a uniform temperature $T_e$. The electric field pushes the ions outwards, and the question is how fast they leave and how much the density falls on the way.

Two abbreviations are used throughout:

$$c=\sqrt{\frac{kT_e}{M}},\qquad \nu=\nu_{iz}+\nu_m .$$

### (a) Reduce the ion and electron equations to one equation for the ion speed $u(x)$. Where does its solution end?

**Solution.** A prime denotes $d/dx$. Conservation of ions gives

$$(nu)'=\nu_{iz}n. \tag{1}$$

The momentum of the ions changes through the field $E$ and through collisions with the gas. New ions are born at rest and bring no momentum, so

$$(Mnu^2)'=enE-Mnu\,\nu_m .$$

The left side is $Mu(nu)'+Mnuu'$. By equation (1) its first term equals $Mu\,\nu_{iz}n$. Moving this term to the right and dividing by $Mn$ gives

$$uu'=\frac{eE}{M}-(\nu_{iz}+\nu_m)u=\frac{eE}{M}-\nu u. \tag{2}$$

Ionization therefore acts as a drag on the mean flow, because each new ion has to be brought up to speed. This drag remains when $\nu_m=0$.

For the electrons, inertia and friction are neglected. Their pressure gradient then balances the electric force, $0=-enE-kT_en'$. The plasma is taken as quasi-neutral, so the same $n$ serves for both species, and

$$\frac{eE}{M}=-c^2\frac{n'}{n}. \tag{3}$$

Equation (1), written out, is $n'u+nu'=\nu_{iz}n$, hence $n'/n=(\nu_{iz}-u')/u$. Insert this and equation (3) into equation (2):

$$uu'=-\frac{c^2(\nu_{iz}-u')}{u}-\nu u .$$

Multiplying by $u$ and collecting the terms with $u'$ on the left gives

$$(c^2-u^2)\,u'=c^2\nu_{iz}+\nu u^2. \tag{4}$$

By symmetry $u(0)=0$, and equation (4) gives $u'(0)=\nu_{iz}$. The right side is positive, so $u$ rises steadily as long as $u<c$. At $u=c$ the right side is still positive while the factor on the left vanishes, so the slope diverges. To see how, put $q=c-u$ with $q\ll c$. Then $c^2-u^2\approx2cq$, $u'=-q'$, and the right side is close to $c^2(\nu_{iz}+\nu)$. This leaves

$$-2qq'=c(\nu_{iz}+\nu)\quad\Rightarrow\quad q^2=c(\nu_{iz}+\nu)(L-x),$$

where $L$ is the place at which $u=c$. The speed reaches $c$ with a square-root profile, and the field, which by equation (2) contains $uu'$, becomes infinite there.

An infinite field contradicts quasi-neutrality. The quasi-neutral solution ends at $x=L$, and a space-charge sheath connects it to the wall. This point is called the Bohm point or sonic point, and $L$ is the half-width of the plasma. The description requires the Debye length to be small compared with both $L$ and $c/\nu$, the distance over which friction acts on an ion moving at speed $c$.

### (b) Find the half-width $L$ in closed form, and the position at which the ions have a given speed.

**Solution.** Let $w=u/c$ and $a=\nu/\nu_{iz}=1+\nu_m/\nu_{iz}$. The parameter $a$ starts at 1 without gas friction and grows with it. Equation (4) becomes $c^3(1-w^2)w'=c^2(\nu_{iz}+\nu w^2)$. Dividing by $c^2\nu_{iz}$ and separating the variables gives

$$\frac{\nu_{iz}}{c}\,dx=\frac{1-w^2}{1+aw^2}\,dw. \tag{5}$$

The numerator can be split as

$$1-w^2=-\frac1a(1+aw^2)+\frac{1+a}{a},$$

as one confirms by comparing the constants, $-1/a+1+1/a=1$, and the terms in $w^2$. With $\int_0^w dw/(1+aw^2)=\arctan(\sqrt a\,w)/\sqrt a$, integration from the midplane yields

$$\frac{\nu_{iz}x}{c}=\frac1a\left[\frac{1+a}{\sqrt a}\arctan(\sqrt a\,w)-w\right]. \tag{6}$$

At the edge $w=1$, so

$$\boxed{\frac{\nu_{iz}L}{c}=G(a)=\frac1a\left[\frac{1+a}{\sqrt a}\arctan\sqrt a-1\right]} \tag{7}$$

The integrand in equation (5) falls when $a$ rises, at every $w$ between 0 and 1, so $G$ falls with $a$. At given $L$ and $c$, a plasma with more friction needs less ionization to sustain itself, because its ions stay longer.

### (c) Find the density profile, the edge ratio $h=n(L)/n(0)$ and the mean density.

**Solution.** Equations (2) and (3) give $c^2n'/n=-uu'-\nu u$. Multiply by $dx/c^2$ and use $u=cw$:

$$d\ln n=-w\,dw-\frac{\nu w}{c}\,dx .$$

From equation (5), $\nu\,dx/c=a(1-w^2)\,dw/(1+aw^2)$. Over the common denominator,

$$d\ln n=-w\,\frac{(1+aw^2)+a(1-w^2)}{1+aw^2}\,dw=-\frac{(1+a)\,w}{1+aw^2}\,dw .$$

The terms in $w^2$ have cancelled in the numerator. Since $\int_0^w w\,dw/(1+aw^2)=\ln(1+aw^2)/(2a)$, and $n_0=n(0)$,

$$\frac{n}{n_0}=(1+aw^2)^{-(1+a)/(2a)},\qquad \boxed{h=(1+a)^{-(1+a)/(2a)}} \tag{8}$$

Equations (6) and (8) together give the profile $n(x)$ with $w$ as the parameter. The dependence of $h$ on friction follows from

$$\frac{d\ln h}{da}=\frac{\ln(1+a)}{2a^2}-\frac1{2a}=\frac{\ln(1+a)-a}{2a^2}<0. \tag{9}$$

Friction lowers the edge density relative to the centre, since a steeper density gradient is needed to drive the ions out.

The mean density $\bar n$ follows without another integral over the profile. Integrating equation (1) from 0 to $L$ gives $\nu_{iz}\bar nL=hn_0c$, so

$$\frac{\bar n}{n_0}=\frac{hc}{\nu_{iz}L}=\frac hG. \tag{10}$$

These formulas were tested against a numerical integration of equations (1) to (3) for $\nu_m/\nu_{iz}=0,\ 0.3,\ 3,\ 30$ and $1000$. The half-width, the edge ratio, the mean density, and the position and density at $w=1/2$ agreed to a relative difference of at most $10^{-10}$.

A second test kept Poisson's equation in place of quasi-neutrality. Let $\lambda_D$ be the Debye length at the midplane. For $\nu_m=0$, reducing $\lambda_D\nu_{iz}/c$ from 0.01 to 0.002 reduced the relative difference between the sonic position and equation (7) from 3.8% to 1.0%. For $\nu_m=8\nu_{iz}$ it went from 7.6% to 1.8%. The ion flux at the sonic point, relative to $hn_0c$, was off by 0.6% and 0.7% at the smaller Debye length. The quasi-neutral edge is thus approached as the Debye length shrinks.

### (d) What remains without gas friction, and what does a little friction change?

**Solution.** For $\nu_m=0$ we have $a=1$ and $\arctan1=\pi/4$. Then

$$G(1)=\frac\pi2-1\approx0.571,\qquad h=\frac12. \tag{11}$$

This is the free-fall limit of the cold-ion fluid. The density at the edge is half that at the centre, whatever the ion mass, the temperature or the width.

For weak friction put $\delta=\nu_m/\nu_{iz}=a-1\ll1$. Write $G=(1+a)a^{-3/2}\arctan\sqrt a-1/a$ and differentiate each factor at $a=1$:

- The derivative of $(1+a)a^{-3/2}$ is $a^{-3/2}-\tfrac32(1+a)a^{-5/2}=1-3=-2$. It multiplies $\pi/4$ and gives $-\pi/2$.
- The derivative of $\arctan\sqrt a$ is $1/[2\sqrt a(1+a)]=1/4$. It multiplies $(1+a)a^{-3/2}=2$ and gives $1/2$.
- The derivative of $-1/a$ is $1/a^2=1$.

The sum is $(3-\pi)/2\approx-0.071$. Equation (9) at $a=1$ gives $(\ln2-1)/2\approx-0.153$. To first order,

$$G\approx\frac\pi2-1-0.071\,\delta,\qquad h\approx\frac12\left(1-0.153\,\delta\right).$$

Relative to their free-fall values, $G$ falls by $0.124\,\delta$ and $h$ by $0.153\,\delta$. Equation (5) shows which speeds contribute to the change of $G$, which to first order is $-\delta\int_0^1w^2(1-w^2)/(1+w^2)^2dw$. The factor $w^2$ makes the contribution small where the ions are slow. The factor $1-w^2$ makes it small near the edge, where the speed rises so steeply that each interval of speed covers little distance.

In practice $\nu_mL/c$ is easier to estimate than $\delta$. Multiplying equation (7) by $\delta$ gives $\nu_mL/c=\delta G$, which is $\delta(\pi/2-1)$ to first order. Hence

$$h\approx\frac12\left[1-\frac{1-\ln2}{\pi-2}\,\frac{\nu_mL}{c}\right]\approx\frac12\left[1-0.27\,\frac{\nu_mL}{c}\right]. \tag{12}$$

### (e) Recover diffusion for strong friction. How large is the first correction, and how much of it is due to ion inertia?

**Solution.** For $a\gg1$ use $\arctan\sqrt a=\pi/2-\arctan(1/\sqrt a)=\pi/2-1/\sqrt a+O(a^{-3/2})$. Define $k=\sqrt{\nu_{iz}\nu}/c$. Then $kL=\sqrt a\,\nu_{iz}L/c=\sqrt a\,G$, and equation (7) gives

$$kL=\left(1+\frac1a\right)\arctan\sqrt a-\frac1{\sqrt a}=\frac\pi2-\frac2{\sqrt a}+\frac\pi{2a}+O(a^{-3/2}). \tag{13}$$

At leading order $kL=\pi/2$ and $\nu\approx\nu_m$, so

$$\nu_{iz}=D_a\left(\frac{\pi}{2L}\right)^2,\qquad D_a=\frac{c^2}{\nu_m}=\frac{kT_e}{M\nu_m}. \tag{14}$$

This is Schottky's balance, with the ambipolar diffusion coefficient $D_a$ for cold ions. From equation (8), $h\to a^{-1/2}\to\sqrt{\nu_{iz}/\nu_m}$. With equation (14) this is

$$h\to\frac{\pi c}{2L\nu_m}. \tag{15}$$

The profile also becomes the familiar one. Put $\theta=\arctan(\sqrt a\,w)$. Equation (6) times $\sqrt a$ reads $kx=(1+1/a)\theta-w/\sqrt a$, which tends to $\theta$. Equation (8) tends to $(1+\tan^2\theta)^{-1/2}=\cos\theta$, hence $n\to n_0\cos kx$.

To isolate inertia, drop $uu'$ from equation (2) but keep the edge at $u=c$. In equation (4) the term $-u^2u'$ then disappears, and $c^2u'=c^2\nu_{iz}+\nu u^2$. The half-width of this diffusion model is

$$L_{\rm diff}=\int_0^1\frac{c\,dw}{\nu_{iz}+\nu w^2}=\frac{\arctan\sqrt a}{k}.$$

At the same $\nu_{iz}$, $\nu$ and $c$, the fluid slab is shorter by

$$L_{\rm diff}-L=\int_0^1\frac{c\,w^2\,dw}{\nu_{iz}+\nu w^2}=\frac c\nu\left[1-\frac{\arctan\sqrt a}{\sqrt a}\right]\to\frac c\nu. \tag{16}$$

A diffusion slab with zero density at its edge has half-width $\pi/(2k)$. By equation (13), and with $1/(k\sqrt a)=c/\nu$, it exceeds the fluid slab by $2c/\nu$ at this order. Half of the correction comes from the finite edge density and half from inertia.

Diffusion eigenvalues computed on a grid for a slab of half-width $50\,c/\nu$ gave excesses over the fluid slab of $1.95\,c/\nu$ for the zero-density edge and $0.95\,c/\nu$ for the edge at $u=c$. The next term explains the small deficits. It lowers each excess by $\pi/(2\sqrt a)$ in units of $c/\nu$, and $\sqrt a\approx32$ here, which gives 0.05.

## Second half: the global balance and a processing plasma

The results needed from the first half are these. The plasma extends from the midplane to the sonic point at $x=L$, where the ion speed equals $c=\sqrt{kT_e/M}$. The ionization frequency is $\nu_{iz}$, the ion-neutral collision frequency is $\nu_m$, and

$$\delta=\frac{\nu_m}{\nu_{iz}},\qquad a=1+\delta .$$

The half-width, the ratio $h$ of edge to central density, and the mean density are

$$\frac{\nu_{iz}L}{c}=G(a)=\int_0^1\frac{1-w^2}{1+aw^2}\,dw=\frac1a\left[\frac{1+a}{\sqrt a}\arctan\sqrt a-1\right],$$

$$h=(1+a)^{-(1+a)/(2a)},\qquad \frac{\bar n}{n_0}=\frac hG .$$

Free fall is $a=1$, with $G=\pi/2-1$ and $h=1/2$. The Schottky limit is $a\to\infty$, with $\nu_{iz}=(c^2/\nu_m)(\pi/2L)^2$ and $h=\pi c/(2L\nu_m)$.

### (f) Show that a given slab and gas fix $a$, and then $T_e$, uniquely.

**Solution.** Suppose first that $\nu_m$, $L$ and $c$ are known. Multiplying the width law by $\delta$ gives

$$\frac{\nu_mL}{c}=\delta\,G(1+\delta)=\int_0^1\frac{\delta(1-w^2)}{1+w^2+\delta w^2}\,dw. \tag{17}$$

The derivative of $\delta/(1+w^2+\delta w^2)$ with respect to $\delta$ is $(1+w^2)/(1+w^2+\delta w^2)^2$, which is positive. The right side therefore rises steadily. It starts from zero at $\delta=0$ and grows as $\pi\sqrt\delta/2$ for large $\delta$, so each value of $\nu_mL/c$ belongs to one $\delta$ and hence to one $a$.

In a discharge, $T_e$ is not known in advance. It sets both $c$ and $\nu_{iz}$, and it must adjust until the predicted half-width $cG/\nu_{iz}$ equals the actual one. Let $s=d\ln\nu_{iz}/d\ln T_e$ at fixed gas density, and let $g=-d\ln G/d\ln\delta$. Since $c\propto T_e^{1/2}$ and $\delta\propto1/\nu_{iz}$,

$$\frac{d}{d\ln T_e}\ln\frac{cG}{\nu_{iz}}=\frac12-s+gs=\frac12-s(1-g). \tag{18}$$

A bound on $g$ comes from substituting $t=\sqrt\delta\,w$ in the integral for $G$:

$$\sqrt\delta\,G=\int_0^{\sqrt\delta}\frac{1-t^2/\delta}{1+t^2+t^2/\delta}\,dt .$$

When $\delta$ rises, the numerator rises, the denominator falls, and the range of integration grows while the integrand stays non-negative. So $\sqrt\delta\,G$ rises with $\delta$, which means $g\le1/2$. Equation (18) is then at most $(1-s)/2$, and this is negative if $s>1$. Under that condition the predicted half-width falls steadily with $T_e$, and no more than one temperature fits the slab.

The plasma density does not appear in this balance. Within the model, the gas density and the width set the temperature, while the absorbed power sets the plasma density. This separation fails if ionization in several steps, gas heating or depletion of the gas makes $\nu_{iz}$ or $\nu_m$ depend on $n$.

The fluid model gives the half-width and density profile of the slab from free fall to diffusion, and a given slab and gas allow at most one electron temperature if $s>1$. It remains to find $\nu_{iz}(T_e)$ for a specific cross section and check this condition, then to apply the balance to an argon-like plasma and estimate the neglected effects.
